**Partial-wave increments of the 1s2s singlet and triplet pairs**

The program examines the second-order increments E_l of a hydrogenic 1s2s pair, which approach −C6/λ⁶ in the triplet and −A4/λ⁴ in the singlet, with λ = l + 1/2. C6 and A4 are radial integrals over the slope and the value of the pair function at equal radii. It computes the increments for l = 1 to 16 by a sum over states in a Laguerre basis, without using the asymptotic formulas. It asserts that the extrapolated coefficients agree with C6 within 1% and with A4 within 2%, that the local exponents are near 6 and 4, and that the l = 16 part of the triplet amplitude, at one pair of nearly equal radii, matches the l = 16 part of r12/4 times the pair function within 5%. It also asserts the cusp conditions, the local differential equations and, at one point for a trial function, the transformed kinetic operator. The output gives C6 = 0.059998 against the predicted 0.060014 hartree, and A4 = 0.040998 against 0.041152 hartree. For the triplet alone, the fifth-power extrapolation is better than the cubic one at both L = 4 and L = 8. For singlet + 3 × triplet, separate one-term extrapolation is worse than joint at L = 4 and about equal in size of error at L = 8. No clear gain appears, because the singlet's own correction is of the same order as the triplet tail.

## Program and output

```python
# RESULT UNDER TEST
# Second-order (perturbation 1/r12) partial-wave increments E_l of hydrogenic
# 1s2s pairs, with lam = l + 1/2:
#   triplet: E_l -> -C6/lam^6, C6 = (5/32) Int g(R)^2 R^7 dR
#   singlet: E_l -> -A4/lam^4, A4 = (3/8) Int phi(R,R)^2 R^5 dR
# phi(r1,r2): normalized radial pair function; g = d phi/d r1 at r1 = r2 = R.
# Hence errors after truncation at l = L fall as (L+1)^-5 and (L+1)^-3.
# Lengths are in a0/Z; second-order energies are in hartree, independent of Z.
# R = sqrt(r1 r2), t = ln(r1/r2). The numerical side is a sum over states in
# an orthonormal Laguerre basis and does not use the asymptotic formulas.
import numpy as np
import sympy as sp
from scipy.special import gammaln, zeta, eval_legendre

# ---------- symbolic checks of the local analysis ----------
x, y, z = sp.symbols('x y z', real=True)
dist = sp.sqrt(x**2 + y**2 + z**2)


def laplacian(func):
    return sum(sp.diff(func, q, 2) for q in (x, y, z))


# The 1/r12 singularity must cancel: p wave with r12/4, s wave with r12/2.
assert sp.simplify(-laplacian(z*dist/4) + z/dist) == 0
assert sp.simplify(-laplacian(dist/2) + 1/dist) == 0

lam, t, R = sp.symbols('lam t R', positive=True)
f_trip = (t**2/(4*lam) + t/(4*lam**2))*sp.exp(-lam*t)
f_sing = (t/(2*lam) + 1/(2*lam**2))*sp.exp(-lam*t)
for f, source in ((f_trip, t*sp.exp(-lam*t)), (f_sing, sp.exp(-lam*t))):
    assert sp.simplify(-sp.diff(f, t, 2) + lam**2*f - source) == 0
assert sp.simplify(f_trip.subs(t, 0)) == 0            # odd continuation
assert sp.simplify(sp.diff(f_sing, t).subs(t, 0)) == 0  # even continuation
int_trip = 2*sp.integrate(sp.expand(f_trip*t*sp.exp(-lam*t)), (t, 0, sp.oo))
int_sing = 2*sp.integrate(sp.expand(f_sing*sp.exp(-lam*t)), (t, 0, sp.oo))
assert sp.simplify(int_trip - sp.Rational(5, 16)/lam**5) == 0
assert sp.simplify(int_sing - sp.Rational(3, 4)/lam**3) == 0

# Kinetic operator in (R, t), tested on a function without special symmetry.
r1s, r2s = sp.symbols('r1s r2s', positive=True)
trial = R**3*sp.exp(-R)*(t**2 + sp.sin(t)) + R*t
to_r = {R: sp.sqrt(r1s*r2s), t: sp.log(r1s/r2s)}
trial_r = trial.subs(to_r, simultaneous=True)
direct = (sp.diff(trial_r, r1s, 2) + sp.diff(trial_r, r2s, 2))/2


def scale_derivative(func):
    return R*sp.diff(func, R)


d_once = scale_derivative(trial)
d_twice = scale_derivative(d_once)
transformed = (sp.cosh(t)*(sp.diff(trial, t, 2) + d_twice/4 - d_once/2)
               - sp.sinh(t)*sp.diff(d_once - trial, t))/R**2
direct_value = float(direct.subs({r1s: 1.7, r2s: 0.9}).evalf())
transformed_value = float(transformed.subs(
    {R: np.sqrt(1.7*0.9), t: np.log(1.7/0.9)}).evalf())
assert abs(direct_value - transformed_value) < 1e-9

# ---------- predicted coefficients for the 1s2s pair ----------
rad_1s = 2*sp.exp(-R)
rad_2s = (1 - R/2)*sp.exp(-R/2)/sp.sqrt(2)
slope = sp.simplify((sp.diff(rad_1s, R)*rad_2s
                     - rad_1s*sp.diff(rad_2s, R))/sp.sqrt(2))
moment_trip = sp.integrate(sp.expand(sp.simplify(slope**2)*R**7), (R, 0, sp.oo))
diag_sq = sp.expand(2*rad_1s**2*rad_2s**2)
moment_sing = sp.integrate(sp.expand(diag_sq*R**5), (R, 0, sp.oo))
C6_exact = sp.simplify(sp.Rational(5, 32)*moment_trip)
A4_exact = sp.simplify(sp.Rational(3, 8)*moment_sing)
C6, A4 = float(C6_exact), float(A4_exact)

# ---------- numerical increments from the definition ----------
SIZE, SMALL_SIZE, L_TOP = 80, 64, 16
E0 = -0.5 - 0.125


def p_1s(r):
    return 2*r*np.exp(-r)


def p_2s(r):
    return r*(1 - r/2)*np.exp(-r/2)/np.sqrt(2)


def exponent(l):
    return 5 + 0.5*l


def basis(l, r):
    """Orthonormal functions r^(l+1) exp(-alpha r) Laguerre_n^(2l+2)."""
    alpha, a = exponent(l), 2*l + 2
    s = 2*alpha*r
    chi = np.empty((SIZE,) + r.shape)
    chi[0] = np.sqrt(2*alpha)*np.exp((l + 1)*np.log(s) - s/2
                                    - gammaln(a + 1)/2)
    chi[1] = (1 + a - s)*chi[0]/np.sqrt(1 + a)
    for n in range(1, SIZE - 1):
        chi[n + 1] = ((2*n + 1 + a - s)*chi[n]
                      - np.sqrt(n*(n + a))*chi[n - 1]
                      )/np.sqrt((n + 1)*(n + 1 + a))
    return chi


def unit_squared_grid(count):
    """Quadrature on [0,1] with nodes y^2, y being Gauss-Legendre nodes."""
    node, weight = np.polynomial.legendre.leggauss(count)
    node = (node + 1)/2
    return node**2, weight*node


outer_node, outer_weight = unit_squared_grid(320)
inner_node, inner_weight = unit_squared_grid(170)


def channel(l):
    alpha, a = exponent(l), 2*l + 2
    r_max = 270/alpha
    r, w = r_max*outer_node, r_max*outer_weight
    chi = basis(l, r)
    overlap_error = np.max(np.abs((chi*w) @ chi.T - np.eye(SIZE)))
    n = np.arange(SIZE)[:, None]
    lower = np.zeros_like(chi)
    lower[1:] = np.sqrt(n*(n + a))[1:]*chi[:-1]
    dchi = ((l + 1 + n)/r - alpha)*chi - lower/r
    h = 0.5*(dchi*w) @ dchi.T + (chi*w*(l*(l + 1)/(2*r**2) - 1/r)) @ chi.T
    r_in = r[:, None]*inner_node[None, :]
    chi_in = basis(l, r_in)
    w_in = inner_weight*inner_node**l
    inner_1s = np.einsum('nij,ij->ni', chi_in, w_in*p_1s(r_in))
    inner_2s = np.einsum('nij,ij->ni', chi_in, w_in*p_2s(r_in))
    coupling = ((chi*w*p_1s(r)) @ inner_2s.T
                + inner_1s @ (chi*w*p_2s(r)).T)
    return h, coupling, overlap_error


def second_order(h, coupling, l, sign, size=SIZE):
    source = ((coupling + sign*coupling.T)/np.sqrt(2))[:size, :size]
    energy, vec = np.linalg.eigh(h[:size, :size])
    source = vec.T @ source @ vec
    amplitude = -source/(energy[:, None] + energy[None, :] - E0)
    increment = np.sum(source*amplitude)/(2*l + 1)
    return increment, vec @ amplitude @ vec.T, energy[0]


trip, sing = {}, {}
worst_overlap = 0.0
for l in range(1, L_TOP + 1):
    h, coupling, overlap_error = channel(l)
    worst_overlap = max(worst_overlap, overlap_error)
    trip[l], coeff_trip, lowest = second_order(h, coupling, l, -1)
    sing[l], _, _ = second_order(h, coupling, l, +1)
    if l == 1:
        energy_2p = lowest
assert worst_overlap < 1e-9
assert abs(energy_2p + 0.125) < 1e-6

# Radial basis convergence in the most demanding channel, l = L_TOP.
change_trip = abs(second_order(h, coupling, L_TOP, -1, SMALL_SIZE)[0]
                  / trip[L_TOP] - 1)
change_sing = abs(second_order(h, coupling, L_TOP, +1, SMALL_SIZE)[0]
                  / sing[L_TOP] - 1)
assert change_trip < 3e-3 and change_sing < 3e-3

# ---------- first-order amplitude against (r12/4) phi ----------
lam_top = L_TOP + 0.5
R_test, t_test = 3.0, 1/lam_top
ra, rb = R_test*np.exp(t_test/2), R_test*np.exp(-t_test/2)
edge = basis(L_TOP, np.array([ra, rb]))
u_numeric = edge[:, 0] @ coeff_trip @ edge[:, 1]
node, weight = np.polynomial.legendre.leggauss(500)
r12_channel = lam_top*np.sum(weight*eval_legendre(L_TOP, node)
                             * np.sqrt(ra**2 + rb**2 - 2*ra*rb*node))
r12_closed = (rb**(L_TOP + 2)/ra**(L_TOP + 1)/(2*L_TOP + 3)
              - rb**L_TOP/ra**(L_TOP - 1)/(2*L_TOP - 1))
assert abs(r12_channel/r12_closed - 1) < 1e-8
r12_leading = -R_test*(t_test/lam_top + 1/lam_top**2)*np.exp(-lam_top*t_test)
assert abs(r12_leading/r12_channel - 1) < 0.02
pair = (p_1s(ra)*p_2s(rb) - p_2s(ra)*p_1s(rb))/np.sqrt(2)
cusp_factor = u_numeric/(r12_channel*pair)
assert abs(cusp_factor - 0.25) < 0.0125

# ---------- asymptotic coefficients and exponents ----------
FIT_L = np.array([7, 10, 13, 16])


def inverse_power_fit(increment, power):
    """Coefficients of lam^-power, lam^-(power+2), ... through four channels."""
    lam_fit = FIT_L + 0.5
    matrix = np.array([[q**(-2.0*k) for k in range(4)] for q in lam_fit])
    values = np.array([increment[l] for l in FIT_L])*lam_fit**power
    return np.linalg.solve(matrix, values)


def local_exponent(increment):
    return (-np.log(increment[L_TOP]/increment[L_TOP - 1])
            / np.log((L_TOP + 0.5)/(L_TOP - 0.5)))


fit_trip, fit_sing = inverse_power_fit(trip, 6), inverse_power_fit(sing, 4)
assert abs(-fit_trip[0]/C6 - 1) < 0.01
assert abs(-fit_sing[0]/A4 - 1) < 0.02
exp_trip, exp_sing = local_exponent(trip), local_exponent(sing)
assert abs(exp_trip - 6) < 0.3 and abs(exp_sing - 4) < 0.3

# ---------- truncation tails and extrapolation ----------
for L in (8, 12):
    X = L + 1
    tail_sum = zeta(6, L + 1.5)
    assert abs(tail_sum/(X**-5/5*(1 - 1.25/X**2)) - 1) < 1e-3


def reference_tail(increment, fit, power, L):
    beyond = sum(c*zeta(power + 2*k, L_TOP + 1.5) for k, c in enumerate(fit))
    return sum(increment[l] for l in range(L + 1, L_TOP + 1)) + beyond


def extrapolated_tail(increment, L, n):
    return increment[L]/(((L + 1)/L)**n - 1)


def overshoot(L):
    return (((L + 1)/L)**5 - 1)/(((L + 1)/L)**3 - 1)


assert abs(overshoot(10000) - 5/3) < 1e-3

micro = 1e6
print("1s2s pair, Z-independent second order; muEh = microhartree")
print(f"E0 (scaled by Z^2) = {E0:.4f} Eh")
print(f"radial functions per channel = {SIZE}")
print(f"triplet moment Int g^2 R^7 dR = {float(moment_trip):.6f} (scaled units)")
print(f"singlet moment Int phi^2 R^5 dR = {float(moment_sing):.6f} (scaled units)")
print(f"C6 predicted = {C6_exact} = {C6:.6f} Eh")
print(f"C6 from increments = {-fit_trip[0]:.6f} Eh")
print(f"A4 predicted = {A4_exact} = {A4:.6f} Eh")
print(f"A4 from increments = {-fit_sing[0]:.6f} Eh")
print(f"basis change 64->80, l=16: triplet {change_trip:.1e}, "
      f"singlet {change_sing:.1e} (relative)")
print(f"cusp factor at l=16, R=3, t=1/lam: {cusp_factor:.5f} (limit 1/4)")
print(f"local exponent l=15->16: triplet {exp_trip:.3f}, singlet {exp_sing:.3f}")
print("l, triplet E_l, singlet E_l (muEh), -E_l lam^6 triplet, "
      "-E_l lam^4 singlet (Eh)")
for l in (1, 2, 3, 4, 6, 8, 12, 16):
    q = l + 0.5
    print(f"{l:2d} {trip[l]*micro:12.5f} {sing[l]*micro:12.5f} "
          f"{-trip[l]*q**6:10.6f} {-sing[l]*q**4:10.6f}")
for L in (4, 8):
    true_t = reference_tail(trip, fit_trip, 6, L)
    true_s = reference_tail(sing, fit_sing, 4, L)
    t3, t5 = extrapolated_tail(trip, L, 3), extrapolated_tail(trip, L, 5)
    s3 = extrapolated_tail(sing, L, 3)
    if L == 8:
        assert abs(t5 - true_t) < abs(t3 - true_t)
    joint_error = s3 + 3*t3 - true_s - 3*true_t
    separate_error = s3 + 3*t5 - true_s - 3*true_t
    print(f"L={L}: triplet tail: reference {true_t*micro:.5f}, "
          f"n=5 {t5*micro:.5f}, n=3 {t3*micro:.5f} muEh")
    print(f"L={L}: singlet tail: reference {true_s*micro:.5f}, "
          f"n=3 {s3*micro:.5f} muEh")
    print(f"L={L}: singlet+3*triplet tail, reference "
          f"{(true_s + 3*true_t)*micro:.5f} muEh")
    print(f"L={L}: its error: joint n=3 {joint_error*micro:.5f}, "
          f"separate {separate_error*micro:.5f} muEh")
    print(f"L={L}: ratio of n=3 to n=5 tail estimates = {overshoot(L):.4f}")
print(f"large-L limit of that ratio = {5/3:.4f}")
print("all assertions hold")
```

Running it gives:

```
1s2s pair, Z-independent second order; muEh = microhartree
E0 (scaled by Z^2) = -0.6250 Eh
radial functions per channel = 80
triplet moment Int g^2 R^7 dR = 0.384088 (scaled units)
singlet moment Int phi^2 R^5 dR = 0.109739 (scaled units)
C6 predicted = 175/2916 = 0.060014 Eh
C6 from increments = 0.059998 Eh
A4 predicted = 10/243 = 0.041152 Eh
A4 from increments = 0.040998 Eh
basis change 64->80, l=16: triplet 8.3e-05, singlet 8.5e-04 (relative)
cusp factor at l=16, R=3, t=1/lam: 0.24763 (limit 1/4)
local exponent l=15->16: triplet 5.962, singlet 3.994
l, triplet E_l, singlet E_l (muEh), -E_l lam^6 triplet, -E_l lam^4 singlet (Eh)
 1  -1909.94555  -6497.89765   0.021755   0.032896
 2   -145.59060   -929.45307   0.035545   0.036307
 3    -23.86382   -253.96484   0.043868   0.038111
 4     -5.87934    -95.35811   0.048821   0.039103
 6     -0.71464    -22.44353   0.053898   0.040063
 8     -0.14907     -7.75515   0.056223   0.040482
12     -0.01525     -1.67169   0.058174   0.040813
16     -0.00292     -0.55201   0.058934   0.040915
L=4: triplet tail: reference -3.24099, n=5 -2.86552, n=3 -6.16849 muEh
L=4: singlet tail: reference -104.83910, n=3 -100.04786 muEh
L=4: singlet+3*triplet tail, reference -114.56209 muEh
L=4: its error: joint n=3 -3.99125, separate 5.91768 muEh
L=4: ratio of n=3 to n=5 tail estimates = 2.1527
L=8: triplet tail: reference -0.19201, n=5 -0.18587, n=3 -0.35173 muEh
L=8: singlet tail: reference -18.52491, n=3 -18.29787 muEh
L=8: singlet+3*triplet tail, reference -19.10094 muEh
L=8: its error: joint n=3 -0.25212, separate 0.24546 muEh
L=8: ratio of n=3 to n=5 tail estimates = 1.8924
large-L limit of that ratio = 1.6667
all assertions hold
```
